# Strain effects on adsorption energy from the coverage dependence of surface stress: test program

```python
"""Maxwell relation between adsorption energy and surface stress.

Result under test, for the N-th adsorbate added to a surface cell:
    d E_ad(N) / d strain_a = A0 * [tau_a(N) - tau_a(N-1)],   a = x, y
E_ad(N) = E(N) - E(N-1) - E_gas : differential adsorption energy
A0 * tau_a : strain derivative of the relaxed energy at fixed N
Left side: differences of relaxed energies of strained slabs.
Right side: virial of the pair forces in the unstrained slabs.
Model: E = sum_i [ sum_j rep(r_ij) - sqrt(sum_j hop(r_ij)) ], fcc(001) slab,
adsorbates of the same element; a free atom has energy zero.
Units: hartree and bohr.
"""
import numpy as np
from scipy.optimize import minimize, minimize_scalar
from scipy.constants import physical_constants

REP, XI, P, Q, R0 = 0.003, 0.045, 11.0, 2.5, 5.0
R_SWITCH, R_CUT = 7.5, 9.5
LAYERS = 5
IMAGES = np.array([(i, j) for i in (-1, 0, 1) for j in (-1, 0, 1)], float)


def radial(r):
    """Repulsion, its slope, squared hopping, its slope; smooth cutoff."""
    width = R_CUT - R_SWITCH
    t = np.clip((r - R_SWITCH) / width, 0.0, 1.0)
    s = 1 - t**3 * (10 - 15 * t + 6 * t * t)
    ds = -30 * t * t * (1 - t)**2 / width
    rep = REP * np.exp(-P * (r / R0 - 1))
    hop = XI**2 * np.exp(-2 * Q * (r / R0 - 1))
    return (rep * s, rep * (ds - P / R0 * s),
            hop * s, hop * (ds - 2 * Q / R0 * s))


def bulk_energy(d):
    """Energy per atom of the fcc crystal with nearest distance d."""
    shells = d * np.sqrt(np.array([1.0, 2.0, 3.0, 4.0]))
    count = np.array([12, 6, 24, 12])
    rep, _, hop, _ = radial(shells)
    return count @ rep - np.sqrt(count @ hop)


def evaluate(pos, side, want_virial=False):
    """Energy and gradient, or the x and y virial of every atom pair."""
    shift = np.zeros((9, 3))
    shift[:, :2] = IMAGES * side
    vec = pos[None, :, None, :] + shift - pos[:, None, None, :]
    r = np.sqrt(np.einsum('ijna,ijna->ijn', vec, vec))
    r = np.where(r < 1e-9, 2 * R_CUT, r)
    rep, drep, hop, dhop = radial(r)
    root = np.sqrt(hop.sum(axis=(1, 2)))
    coef = (drep - dhop / (2 * root)[:, None, None]) / r
    if want_virial:
        return np.einsum('ijn,ijna->ija', coef, vec[..., :2]**2)
    pair = np.einsum('ijn,ijna->ija', coef, vec)
    return rep.sum() - root.sum(), pair.sum(axis=0) - pair.sum(axis=1)


def relax(pos, side, coarse=False):
    """Local minimum at fixed cell: optional descent, then Newton steps."""
    shape = pos.shape
    x = pos.ravel().copy()

    def energy_gradient(y):
        e, g = evaluate(y.reshape(shape), side)
        return e, g.ravel()

    if coarse:
        # A small random displacement prevents stopping at a saddle point.
        x += 0.01 * np.random.default_rng(1).normal(size=x.size)
        x = minimize(energy_gradient, x, jac=True, method='L-BFGS-B',
                     options=dict(maxiter=3000, ftol=1e-15, gtol=1e-6)).x
    for _ in range(12):
        g = energy_gradient(x)[1]
        if np.abs(g).max() < 1e-10:
            break
        hess = np.empty((x.size, x.size))
        for k in range(x.size):
            dx = np.zeros(x.size)
            dx[k] = 1e-3
            hess[k] = (energy_gradient(x + dx)[1]
                       - energy_gradient(x - dx)[1]) / 2e-3
        w, v = np.linalg.eigh((hess + hess.T) / 2)
        keep = w > 1e-5
        # Only the three rigid translations may cost no energy.
        assert keep.sum() == x.size - 3, "not a stable minimum"
        x -= v[:, keep] @ ((v[:, keep].T @ g) / w[keep])
    e, g = energy_gradient(x)
    assert np.abs(g).max() < 1e-9
    return e, x.reshape(shape)


def strained_energy(pos, side, strain):
    """Relaxed energy after in-plane strain (strain_x, strain_y)."""
    factor = 1 + np.array(strain, float)
    start = pos.copy()
    start[:, :2] *= factor
    return relax(start, side * factor)[0]


# Stress-free bulk crystal fixes the zero of strain.
d = minimize_scalar(bulk_energy, bounds=(4.5, 5.5), method='bounded',
                    options=dict(xatol=1e-10)).x
e_bulk = bulk_energy(d)
side = np.array([2 * d, 2 * d])
area = side[0] * side[1]
assert 0.98 * side[0] > R_CUT  # image sum is complete

slab = np.array([((i + 0.5 * (k % 2)) * d, (j + 0.5 * (k % 2)) * d,
                  k * d / np.sqrt(2))
                 for k in range(LAYERS) for i in (0, 1) for j in (0, 1)])
n_slab = len(slab)


def with_adatoms(sites):
    top = [((i + 0.5) * d, (j + 0.5) * d, LAYERS * d / np.sqrt(2))
           for i, j in sites]
    return np.vstack([slab, np.array(top).reshape(-1, 3)])


order = [(0, 0), (1, 1), (1, 0), (0, 1)]
h, big = 5e-4, 0.01
energy, virial, metal_part, geometry = [], [], [], []
e_small, e_big = [], []
for n in range(5):
    e, pos = relax(with_adatoms(order[:n]), side, coarse=True)
    pairs = evaluate(pos, side, want_virial=True)
    energy.append(e)
    geometry.append(pos)
    virial.append(pairs.sum(axis=(0, 1)))
    metal_part.append(pairs[:n_slab, :n_slab].sum())
    e_small.append([strained_energy(pos, side, (s, s)) for s in (h, -h)])
    e_big.append([strained_energy(pos, side, (s, s)) for s in (big, -big)])
energy, virial, metal_part = map(np.array, (energy, virial, metal_part))
e_small, e_big = np.array(e_small), np.array(e_big)

# Differential adsorption energies and their biaxial strain slopes.
e_ad = np.diff(energy)
ad_small, ad_big = np.diff(e_small, axis=0), np.diff(e_big, axis=0)
slope_energy = (ad_small[:, 0] - ad_small[:, 1]) / (2 * h)
slope_stress = np.diff(virial.sum(axis=1))
error = np.abs(slope_energy - slope_stress).max()
assert error < 2e-5

# The linear law must describe the odd part of the shift at one percent;
# the tolerance allows for the cubic term in strain.
odd_slope = (ad_big[:, 0] - ad_big[:, 1]) / (2 * big)
assert np.abs(odd_slope - slope_stress).max() < 2e-3

# A complete layer recreates the surface: bulk binding, no net stress change.
mean_layer = (energy[4] - energy[0]) / 4
assert abs(mean_layer - e_bulk) < 1e-4
assert abs(slope_stress.sum()) < 0.05 * np.abs(slope_stress).max()
assert slope_stress.min() < 0 < slope_stress.max()

# Tensor form: a row of adatoms along x, strained along x or y alone.
e_row, row = relax(with_adatoms([(0, 0), (1, 0)]), side, coarse=True)
w_row = evaluate(row, side, want_virial=True).sum(axis=(0, 1))
row_stress = (w_row - virial[0]) / 2
row_energy = []
for axis in (0, 1):
    unit = np.eye(2)[axis]
    mean = [(strained_energy(row, side, s * unit)
             - strained_energy(geometry[0], side, s * unit)) / 2
            for s in (h, -h)]
    row_energy.append((mean[0] - mean[1]) / (2 * h))
row_energy = np.array(row_energy)
assert np.abs(row_energy - row_stress).max() < 2e-5

hartree = physical_constants['Hartree energy'][0]
bohr = physical_constants['Bohr radius'][0]
to_si = hartree / bohr**2
tau_clean = virial[0].mean() / (2 * area)
tau_step = np.diff(virial.mean(axis=1)) / area

print(f"repulsion {REP} hartree, hopping {XI} hartree, p {P}, q {Q}")
print(f"r0 {R0} bohr, cutoff from {R_SWITCH} to {R_CUT} bohr")
print(f"slab layers {LAYERS}, sites per cell {len(order)}")
print(f"bulk nearest-neighbour distance {d:.5f} bohr")
print(f"area per site a0 {area / 4:.4f} bohr^2, cell area {area:.4f} bohr^2")
print(f"bulk energy per atom {e_bulk:.6f} hartree")
print(f"clean surface stress per face {tau_clean:.4e} hartree/bohr^2")
print(f"clean surface stress per face {tau_clean * to_si:.4f} N/m")
print(f"small strain for slopes {h}, large strain {big}")
for n in range(4):
    print(f"adatom {n + 1}: coverage {n / 4:.2f} to {(n + 1) / 4:.2f}")
    print(f"  adsorption energy {e_ad[n]:.6f} hartree")
    print(f"  surface stress change {tau_step[n]:.4e} hartree/bohr^2")
    print(f"  strain slope from energies {slope_energy[n]:.6f} hartree")
    print(f"  strain slope from stress   {slope_stress[n]:.6f} hartree")
    part = metal_part[n + 1] - metal_part[n]
    print(f"  of which substrate bonds {part:.6f}, "
          f"adatom bonds {slope_stress[n] - part:.6f} hartree")
    up, down = 1e3 * (ad_big[n] - e_ad[n])
    print(f"  shift at +1% {up:.4f}, at -1% {down:.4f} millihartree")
    print(f"  linear prediction at +1% "
          f"{1e3 * big * slope_stress[n]:.4f} millihartree")
print(f"largest slope mismatch {error:.1e} hartree")
print(f"full layer: mean adsorption energy {mean_layer:.6f} hartree")
print(f"full layer: sum of four slopes {slope_stress.sum():.6f} hartree")
print(f"row: mean adsorption energy {(e_row - energy[0]) / 2:.6f} hartree")
for axis, name in enumerate(("along row", "across row")):
    print(f"row, strain {name}: slope from energies "
          f"{row_energy[axis]:.6f}, from stress {row_stress[axis]:.6f} hartree")
print("all tests passed")
```

It prints:

```
repulsion 0.003 hartree, hopping 0.045 hartree, p 11.0, q 2.5
r0 5.0 bohr, cutoff from 7.5 to 9.5 bohr
slab layers 5, sites per cell 4
bulk nearest-neighbour distance 4.92069 bohr
area per site a0 24.2132 bohr^2, cell area 96.8528 bohr^2
bulk energy per atom -0.126307 hartree
clean surface stress per face 7.5710e-04 hartree/bohr^2
clean surface stress per face 1.1787 N/m
small strain for slopes 0.0005, large strain 0.01
adatom 1: coverage 0.00 to 0.25
  adsorption energy -0.103585 hartree
  surface stress change -2.3811e-04 hartree/bohr^2
  strain slope from energies -0.046124 hartree
  strain slope from stress   -0.046123 hartree
  of which substrate bonds -0.072262, adatom bonds 0.026138 hartree
  shift at +1% -0.4905, at -1% 0.4350 millihartree
  linear prediction at +1% -0.4612 millihartree
adatom 2: coverage 0.25 to 0.50
  adsorption energy -0.110846 hartree
  surface stress change 2.2249e-04 hartree/bohr^2
  strain slope from energies 0.043098 hartree
  strain slope from stress   0.043097 hartree
  of which substrate bonds -0.047045, adatom bonds 0.090142 hartree
  shift at +1% 0.4032, at -1% -0.4612 millihartree
  linear prediction at +1% 0.4310 millihartree
adatom 3: coverage 0.50 to 0.75
  adsorption energy -0.144126 hartree
  surface stress change -4.7123e-05 hartree/bohr^2
  strain slope from energies -0.009130 hartree
  strain slope from stress   -0.009128 hartree
  of which substrate bonds -0.034432, adatom bonds 0.025304 hartree
  shift at +1% -0.0128, at -1% 0.1830 millihartree
  linear prediction at +1% -0.0913 millihartree
adatom 4: coverage 0.75 to 1.00
  adsorption energy -0.146672 hartree
  surface stress change 6.2919e-05 hartree/bohr^2
  strain slope from energies 0.012186 hartree
  strain slope from stress   0.012188 hartree
  of which substrate bonds -0.025393, adatom bonds 0.037581 hartree
  shift at +1% 0.2163, at -1% -0.0166 millihartree
  linear prediction at +1% 0.1219 millihartree
largest slope mismatch 1.6e-06 hartree
full layer: mean adsorption energy -0.126307 hartree
full layer: sum of four slopes 0.000034 hartree
row: mean adsorption energy -0.114323 hartree
row, strain along row: slope from energies -0.006860, from stress -0.006859 hartree
row, strain across row: slope from energies -0.019776, from stress -0.019776 hartree
all tests passed
```
